Kanamori Parameters of t2g Orbitals from Slater Integrals

**Question**

A Hubbard correction for a transition-metal site needs the repulsion between electrons in the same d shell. Consider the three t2g orbitals

a = R(r) N xy, b = R(r) N yz, c = R(r) N xz,

where x, y, z are the components of the unit vector n = **r**/r, N > 0 normalizes the angular part, and R is one real radial function shared by all three, with ∫ R² r² dr = 1. The electrons repel through the bare interaction 1/r12. Hartree atomic units are used. For real orbitals define

(pq|st) = ∫∫ p(1) q(1) (1/r12) s(2) t(2) d³r₁ d³r₂

U = (aa|aa), U' = (aa|bb), J = (ab|ab).

The Slater integrals, for k = 0, 2, 4, are

Fk = ∫∫ R(r)² R(s)² [r_<^k / r_>^(k+1)] r² s² dr ds,

where r_< and r_> are the smaller and larger of r and s. The digit in F2 and F4 is a label, not a power, and no numerical denominator is absorbed in these symbols.

(a) Reduce the angular part of (pq|st) to averages over the unit sphere.
(b) Find U and U' in terms of F0, F2 and F4.
(c) Find J, and show which other Coulomb integrals among the t2g orbitals are non-zero.
(d) Find the linear relation between U, U' and J, and explain it by a symmetry argument.
(e) Evaluate the parameters for R ∝ r² exp(−ζr) with ζ = 4 bohr⁻¹, and compare with a charge confined to a thin shell.
(f) Compare J with the average exchange of the full d shell.
(g) Does the relation in (d) survive if the site has only cubic symmetry?

**Model answer to (a)**

The Legendre expansion of the interaction is

1/r12 = Σ_k [r_<^k / r_>^(k+1)] P_k(n·n').

Each orbital is a radial factor times an angular factor, so every term separates:

(pq|st) = Σ_k Fk A_k, A_k = ∫∫ ρ(n) P_k(n·n') ρ'(n') dΩ dΩ'.

Here ρ is the product of the angular parts of p and q, and ρ' that of s and t.

By the addition theorem, P_k(n·n') is 4π/(2k+1) times the sum of Y_kq(n) Y_kq(n')* over q. Integrating it against ρ' therefore picks out the part of ρ' with angular momentum k, called ρ'_k, and multiplies it by 4π/(2k+1). Parts with different k are orthogonal, hence

A_k = [4π/(2k+1)] ∫ ρ_k ρ'_k dΩ.

Sphere averages, written ⟨ ⟩, are needed next. Average x^(2α) y^(2β) z^(2γ) in full space with the normalized weight exp(−r²/2)/(2π)^(3/2), letting x, y, z be Cartesian coordinates for the moment. The three directions factorize, and the result is (2α−1)!! (2β−1)!! (2γ−1)!!, with (−1)!! = 1. In spherical coordinates the same quantity is the sphere average times the mean of r^(2n), where n = α+β+γ. Integration by parts gives

∫ r^(2n+2) e^(−r²/2) dr = (2n+1) ∫ r^(2n) e^(−r²/2) dr,

so the mean of r^(2n) is 3·5·…·(2n+1). Dividing,

⟨x²⟩ = 1/3, ⟨x⁴⟩ = 3/15 = 1/5, ⟨x²y²⟩ = 1/15,
⟨x⁴y⁴⟩ = 9/945 = 1/105, ⟨x²y⁴z²⟩ = 3/945 = 1/315.

Normalization requires N²·4π⟨x²y²⟩ = 1, so N² = 15/(4π). Write ρ = N² g, where g is a quartic monomial such as x²y², and let g_k be its part of angular momentum k. Then

A_k = [4π/(2k+1)] (15/4π)² 4π ⟨g_k g'_k⟩ = [225/(2k+1)] ⟨g_k g'_k⟩.

The prefactors are 225, 45 and 25 for k = 0, 2 and 4.

**Model answer to (b)**

The density of the xy orbital has g = x²y². To split it, treat it as a polynomial in Cartesian coordinates and write

x²y² = h4 + r² h2 + C r⁴,

where h4 and h2 are homogeneous polynomials of degree 4 and 2 with zero Laplacian. On the unit sphere these are the k = 4 and k = 2 parts. Both average to zero, so C = ⟨x²y²⟩ = 1/15.

For a harmonic polynomial of degree l, the product rule gives ∇²(r² h) = 6h + 4 **r**·∇h = (6+4l) h, which is 14 h2 for l = 2. Also ∇² r⁴ = 20 r². Applying the Laplacian to both sides,

2x² + 2y² = 14 h2 + (20/15) r².

The left side is 2r² − 2z², so 14 h2 = (2/3) r² − 2z² and

h2 = (r² − 3z²)/21.

Its Laplacian is (6 − 6)/21 = 0, as required. The remainder h4 then has zero Laplacian by construction. No parts other than k = 0, 2, 4 occur.

*The parameter U.* Both densities are x²y².

k = 0: A_0 = 225 (1/15)² = 1.

k = 2: ⟨(1−3z²)²⟩ = 1 − 6/3 + 9/5 = 4/5, so

A_2 = 45·(4/5)/441 = 36/441 = 4/49.

k = 4: the three parts are mutually orthogonal, so ⟨h4²⟩ is the full average minus the two lower contributions:

⟨h4²⟩ = 1/105 − 1/225 − 4/2205 = (105 − 49 − 20)/11025 = 36/11025,

A_4 = 25·36/11025 = 36/441 = 4/49.

Therefore

U = F0 + 4(F2 + F4)/49.

*The parameter U'.* The second density is y²z². Relabelling the axes gives its k = 2 part as (1−3x²)/21.

k = 0: A_0 = 1, as before.

k = 2: ⟨(1−3z²)(1−3x²)⟩ = 1 − 1 − 1 + 9/15 = −2/5, so

A_2 = 45·(−2/5)/441 = −18/441 = −2/49.

k = 4: the full average is ⟨x²y²·y²z²⟩ = 1/315. Subtracting the lower parts, the second of which is negative,

1/315 − 1/225 + 2/2205 = (35 − 49 + 10)/11025 = −4/11025,

A_4 = −25·4/11025 = −4/441.

Therefore

U' = F0 − 2F2/49 − 4F4/441.

The k = 0 term treats both charges as spherical and is common to U and U'. The other terms record how the lobes are placed: two electrons in one orbital share the same lobes, which raises U above F0, while two different t2g orbitals avoid each other in part, which lowers U' below F0.

**Model answer to (c)**

The exchange integral contains the overlap density (xy)(yz) = xz y² on both sides. It is odd in x, so it has no k = 0 part: the overlap density carries no net charge, and F0 drops out of J.

Write xz y² = h4 + r² h2. The Laplacian of the left side is 2xz and that of the right side is 14 h2, so h2 = xz/7, which is harmonic. Then

A_2 = 45·⟨x²z²⟩/49 = 45/(15·49) = 3/49.

For k = 4,

⟨h4²⟩ = ⟨x²y⁴z²⟩ − ⟨x²z²⟩/49 = 1/315 − 1/735 = (7 − 3)/2205 = 4/2205,

A_4 = 25·4/2205 = 100/2205 = 20/441.

Therefore

J = 3F2/49 + 20F4/441.

Both coefficients are averages of squares, and F2 and F4 have positive integrands, so J > 0.

For the other integrals, count how often each orbital appears among the four factors; let the numbers be n_xy, n_yz, n_xz, with sum 4. The reflection x → −x changes the sign of xy and xz and leaves 1/r12 unchanged. A non-zero integral thus needs n_xy + n_xz even. The reflections of y and z require n_xy + n_yz and n_yz + n_xz to be even. The three numbers then have the same parity. Three odd numbers cannot add up to 4, so all are even: either one orbital appears four times, or two orbitals appear twice each. The first case is U. The second is (aa|bb) = U', or (ab|ab) and its reorderings, such as (ab|ba), all equal to J because the orbitals are real. Permuting the axes shows that the values are the same for every orbital and every pair.

In particular, the pair-hopping integral, which moves two electrons together from b to a, equals the exchange integral J for these real orbitals.

**Model answer to (d)**

Subtract 2J from U, one Slater integral at a time:

F0: 1 − 0 = 1
F2: 4/49 − 6/49 = −2/49
F4: 36/441 − 40/441 = −4/441

These are the coefficients of U', so

U' = U − 2J

for any common radial function R.

The symmetry argument uses a rotation by 45° about z. Replacing x by (x+y)/√2 turns the orbital xz into

m = (b + c)/√2, with b ∝ yz and c ∝ xz.

Its density is m² = (b² + c² + 2bc)/2. Inserting this on both sides of the Coulomb integral gives

(mm|mm) = ¼ [(bb|bb) + (cc|cc) + 2(bb|cc) + 4(bc|bc)] + terms with three equal orbitals.

The last terms vanish by the reflection argument of part (c). Hence

(mm|mm) = ¼ [2U + 2U' + 4J] = (U + U')/2 + J.

A rotation changes neither the distance between the electrons nor the common radial function, so the rotated orbital must have the same self-repulsion U. Setting (U + U')/2 + J = U gives U' = U − 2J again, without the value of any angular coefficient.

**Model answer to (e)**

Use x = 2ζr as a dimensionless radius; from here on x is no longer a direction component. Since ∫ x⁶ e^(−x) dx = 720, the normalized radial charge is R² r² dr = x⁶ e^(−x) dx/720. The kernel r_<^k/r_>^(k+1) is an inverse length and contributes a factor 2ζ. The regions s < r and s > r contribute equally, which gives another factor 2:

Fk = (4ζ/720²) ∫₀^∞ dx x^(5−k) e^(−x) ∫₀^x ds s^(6+k) e^(−s).

Repeated integration by parts gives the inner integral as

(6+k)! [1 − e^(−x) Σ_j x^j/j!], j = 0, …, 6+k.

The outer integrals are factorials, because ∫ x^p e^(−2x) dx = p!/2^(p+1). Hence

Fk/ζ = [4(6+k)!/720²] { (5−k)! − Σ_j (5−k+j)!/[j! 2^(6−k+j)] }.

For k = 4 the sum is Σ (j+1)/2^(j+2) from j = 0 to 10. Its partial sum up to n is 1 − (n+3)/2^(n+2): this holds for n = 0, where it gives 1/4, and adding the next term (n+2)/2^(n+3) produces the same form with n+1. The curly bracket is therefore 13/4096, and with 10!/720² = 7,

F4/ζ = 4·7·13/4096 = 91/1024.

The same finite sum for k = 0 and k = 2 gives 793/3072 and 2093/15360. For ζ = 4 bohr⁻¹,

F0 = 1.03255, F2 = 0.54505, F4 = 0.35547 hartree.

Inserting these in the formulas, with the terms in the order F0, F2, F4:

U = 1.03255 + 0.04449 + 0.02902 = 1.10606 hartree = 30.10 eV
U' = 1.03255 − 0.02225 − 0.00322 = 1.00708 hartree = 27.40 eV
J = 0.03337 + 0.01612 = 0.04949 hartree = 1.35 eV

The relation is recovered: U − 2J = 1.10606 − 0.09898 = 1.00708 hartree.

Two electrons with parallel spins in different t2g orbitals have an antisymmetric spatial function, (ab − ba)/√2, whose repulsion is (aa|bb) − (ab|ab) = U' − J. Here this is 0.95759 hartree, or 26.06 eV. It lies below the repulsion U of a doubly occupied orbital by U − (U' − J) = 3J, about 4.04 eV. This is a difference of mean repulsions, not a gap between eigenstates, because pair hopping mixes the doubly occupied configurations. The lowering by 3J is the repulsion part of Hund's preference for spreading electrons over orbitals with parallel spins.

An evaluation of the same Coulomb integrals without the multipole expansion, with the orbital fitted by nine Gaussians, differs from these values by at most about 2·10⁻⁶ hartree; see the numerical output.

These numbers describe a bare interaction in a model orbital. In a solid, the other electrons screen the repulsion, so the values must not be used as Hubbard parameters of a material.

*Thin shell.* If all the charge sits near one radius r0, then r_< and r_> both tend to r0 and every Fk tends to 1/r0. The formulas give

U = 57/(49 r0), U' = 419/(441 r0), J = 47/(441 r0).

Since 57/49 = 513/441 and 513 − 94 = 419, the relation holds here too. The ratio U/J is 513/47, about 11, against about 22 for the exponential orbital. A radially spread charge has F2 and F4 smaller than F0, because the factor (r_</r_>)^k suppresses the higher multipoles whenever the two radii differ. For the exponential orbital, every Fk is proportional to ζ, so changing ζ rescales all energies but leaves U/J unchanged.

**Model answer to (f)**

Let m and m' run over all five real d orbitals, with U_mm' = (mm|m'm') and J_mm' = (mm'|mm'). Define the average exchange J_avg by

F0 − J_avg = average over m ≠ m' of (U_mm' − J_mm').

The addition theorem gives Σ_m d_m(n) d_m(n') = (5/4π) P_2(n·n'), where d_m is the angular part. At n = n' this shows that the filled shell is spherical, so only k = 0 enters the direct sum:

Σ_mm' U_mm' = 25 F0.

In the exchange sum the coefficient of Fk is

(5/4π)² ∫∫ P_2² P_k dΩ dΩ' = (25/2) ∫ P_2(t)² P_k(t) dt, from −1 to 1.

With P_2² = 1/5 + (2/7) P_2 + (18/35) P_4 and ∫ P_k² dt = 2/(2k+1), the coefficients are 5, 10/7 and 10/7 for k = 0, 2, 4. The diagonal terms cancel in U_mm' − J_mm', and 20 ordered pairs remain:

F0 − J_avg = [25F0 − 5F0 − (10/7)(F2 + F4)]/20,

J_avg = (F2 + F4)/14.

This J_avg is not the plain mean of J_mm' over pairs of different orbitals. The mean of U_mm' over those pairs is F0 − (F2 + F4)/49, not F0, so the plain mean of J_mm' is smaller than J_avg by (F2 + F4)/49. It equals 5(F2 + F4)/98, or 5/7 of J_avg.

For the exponential orbital J_avg = 0.06432 hartree = 1.75 eV, so the t2g value J is 0.77 of J_avg, but 1.08 times the plain mean. More generally, with q = F4/F2,

J/J_avg = (2/63)(27 + 20q)/(1 + q).

This decreases as q grows. Because r_< ≤ r_>, q lies between 0 and 1, so the ratio is at least 47/63 ≈ 0.75 and at most 6/7 ≈ 0.86. These are simple bounds, not the range actually reached, but they show that J is always smaller than J_avg. The two exchange parameters are therefore different quantities, and a J quoted for the full d shell has to be converted before it enters a t2g Kanamori interaction. Likewise, the U of part (b) is not F0, the full-shell average repulsion.

**Model answer to (g)**

Not in general. The 45° rotation used in part (d) is not a symmetry operation of a cube. Cubic symmetry still makes the three orbitals equivalent, but it does not force (b + c)/√2 to have the self-repulsion of b.

As an example, multiply each angular function by the cubic factor

1 + (x⁴ + y⁴ + z⁴ − 3/5),

with x, y, z again the components of n, and renormalize. The radial function of part (e) and the bare interaction are kept. The result is

U = 1.1099, U' = 0.9972, J = 0.0363 hartree,

U' − (U − 2J) = −0.0401 hartree.

The deviation is slightly larger in magnitude than J itself. Yet the deformed orbital is still about 98% pure d by weight. The remaining 2% is on-site angular character with l = 6 (about 1.5%) and l = 4 (about 0.4%), carried on the same radial function. A small admixture of this kind is enough because the deviation is of first order in the admixed amplitude, while the weight is the square of that amplitude. The example is not a model of a particular crystal, and the size of its deviation should not be taken as typical: mixing with ligand orbitals is a different kind of admixture and can leave a deviation well below J even at much larger weight. The example shows only that U' is no longer fixed by U and J.

The argument of part (d) also tells when the relation may be kept for a screened interaction. It holds if the orbitals are pure d functions with a common R and the interaction is unchanged when both electrons are rotated or reflected together. If the orbitals mix with their neighbours, or the screening follows the cubic surroundings, U' has to be calculated separately, or U' = U − 2J has to be stated as an approximation.

Computed results

```
Angular coefficients from sphere quadrature (dimensionless)
  k=0: U 1.000000  U' 1.000000  J 0.000000
  k=2: U 0.081633  U' -0.040816  J 0.061224
  k=4: U 0.081633  U' -0.009070  J 0.045351
zeta = 4.0 bohr^-1
F0/zeta = 793/3072 = 0.258138;  F0 = 1.032552 hartree
F2/zeta = 2093/15360 = 0.136263;  F2 = 0.545052 hartree
F4/zeta = 91/1024 = 0.088867;  F4 = 0.355469 hartree
U: F0 part 1.032552  F2 part 0.044494  F4 part 0.029018 hartree
U': F0 part 1.032552  F2 part -0.022247  F4 part -0.003224 hartree
J: F0 part 0.000000  F2 part 0.033371  F4 part 0.016121 hartree
U = 1.106064 hartree = 30.098 eV
U' = 1.007081 hartree = 27.404 eV
J = 0.049492 hartree = 1.347 eV
U - 2J = 1.007081 hartree = 27.404 eV
U' - J (parallel spins) = 0.957589 hartree = 26.057 eV
J_avg of full d shell = 0.064323 hartree = 1.750 eV
J / J_avg = 0.7694
Direct Coulomb integrals, orbital fitted by 9 Gaussians
  U 1.106066  U' 1.007082  J 0.049492 hartree
  largest difference from the formulas = 2.1e-06 hartree
Self-repulsion of (xz+yz)/sqrt(2) = 1.106064 hartree
Cubic deformation strength = 1.0 (dimensionless)
  deformed U 1.109917  U' 0.997189  J 0.036328 hartree
  deformed U' - (U - 2J) = -0.040072 hartree
```
